# King-plot linearity and its breaking by second-order mass and field terms

Let an atom with nuclear charge $Z$ have isotopes $A=0,1,2,\dots$ with nuclear masses $M_A$ and mean-square charge radii $y_A$. Isotope 0 is the reference, and

$$x_A=\frac1{M_A},\qquad X_A=x_A-x_0\neq0,\qquad Y_A=y_A-y_0 .$$

Hartree atomic units are used, so masses are in electron masses. For a transition $i$ of energy $\nu_i$, the isotope shift is $\delta\nu_i^A=\nu_i(A)-\nu_i(0)$ and the modified shift is $n_i^A=\delta\nu_i^A/X_A$. A King plot shows $n_b$ against $n_a$ for two transitions, with one point for each isotope other than the reference. The symbol $\Delta$ means upper level minus lower level.

The electrons are nonrelativistic, the levels are isolated, and the nuclear charge density is spherical and belongs to a family labelled by $y$ alone. Relativity, radiative corrections, nuclear polarization and hyperfine mixing are left out. In the centre-of-mass frame the nuclear momentum is minus the total electron momentum, so the nuclear kinetic energy is $(\sum_j\mathbf p_j)^2/2M$ and

$$H(x,y)=T+V(y)+V_{ee}+xP,\qquad P=\tfrac12\Big(\sum_j\mathbf p_j\Big)^2=T+\sum_{j<k}\mathbf p_j\cdot\mathbf p_k .$$

The part $xT$ gives the normal mass shift, and the products of different momenta give the specific mass shift.

For a normalized real eigenstate $\psi$, the derivative of its energy with respect to a parameter is the expectation value of the derivative of $H$. To first order, therefore,

$$\delta\nu_i^A=K_iX_A+F_iY_A,\qquad K_i=\Delta\langle P\rangle,\qquad F_i=\Delta\langle\partial V/\partial y\rangle ,$$

evaluated at the reference isotope. Each term is an electronic factor times a nuclear factor. The field factor is nearly a contact density. The electron's potential energy obeys $\nabla^2V=4\pi Z\rho_N$, with $\rho_N$ normalized to one. Two isotopes have the same total charge and spherical densities, so their potential difference $\delta V$ is confined to the nuclear region. Integrating by parts twice, with $\nabla^2r^2=6$, gives

$$6\int\delta V\,d^3r=\int r^2\nabla^2\delta V\,d^3r=4\pi Z\,\delta y .$$

If the electron density $\rho$ is nearly constant over the nucleus, then $F_i\simeq(2\pi Z/3)\,\Delta\rho(0)$.

Linearity now follows by elimination. Division by $X_A$ gives $n_i^A=K_i+F_is_A$ with $s_A=Y_A/X_A$. For $F_a\neq0$ the first transition yields $s_A=(n_a^A-K_a)/F_a$, and insertion in the second gives

$$n_b^A=\varphi\,n_a^A+K_b-\varphi K_a,\qquad \varphi=\frac{F_b}{F_a}.$$

Slope and intercept contain no isotope label, so all points lie on one line. Nothing was assumed about how $X$ and $Y$ vary along the chain. If $F_a=0$ and $F_b\ne0$, the line is vertical. If all $s_A$ are equal, the points coincide at this order and define no slope.

At second order, write $E_\alpha=\langle\psi|H_\alpha|\psi\rangle$, where subscripts $\alpha,\beta$ denote derivatives with respect to $x$ or $y$. Differentiating once more gives

$$E_{\alpha\beta}=\langle H_{\alpha\beta}\rangle+2\langle\psi|H_\alpha|\psi_\beta\rangle,\qquad (H-E)\psi_\beta=-(H_\beta-E_\beta)\psi,\qquad \langle\psi|\psi_\beta\rangle=0 .$$

The second equation is the derivative of $(H-E)\psi=0$, and the third follows from normalization. Since $H$ is linear in $x$, $H_{xx}=H_{xy}=0$. With $K_i^{(2)}=\Delta E_{xx}$, $C_i=\Delta E_{xy}$ and $G_i=\Delta E_{yy}$,

$$\delta\nu_i=K_iX+F_iY+\tfrac12K_i^{(2)}X^2+C_iXY+\tfrac12G_iY^2 .$$

Dividing by $X$ and forming $n_b-\varphi n_a$ cancels the term in $s$, because $F_b-\varphi F_a=0$. What remains is

$$n_b=\varphi n_a+K_b-\varphi K_a+r,\qquad r=\tfrac12\kappa X+cY+\tfrac12g\frac{Y^2}{X},$$

$$\kappa=K^{(2)}_b-\varphi K^{(2)}_a,\qquad c=C_b-\varphi C_a,\qquad g=G_b-\varphi G_a .$$

A second-order coefficient thus drops out if its ratio between the transitions equals the ratio of the field factors. Even a nonzero $r$ need not be visible, since a part of the form $\alpha+\beta n_a$ merely shifts and tilts the line. The visible part is found from three points. For any quantity $f$ known for isotopes 1, 2 and 3, let

$$L[f]=f_3-f_1-(f_2-f_1)\frac{n_a^3-n_a^1}{n_a^2-n_a^1},$$

where the superscripts are isotope labels. This is the distance of the third value from the line through the first two. Constants give $L=0$, and so does $f=n_a$. Since $L$ is linear, $L[n_b]=L[r]$, and the frequency defect of the third isotope, actual shift minus the shift expected from the line, is

$$D=X_3L[n_b]=X_3\Big(\tfrac12\kappa L[X]+cL[Y]+\tfrac12gL[Y^2/X]\Big).$$

At leading order $n_a$ inside $L$ may be replaced by $s$, because the two are related linearly. The nuclear factors then decide what is seen. If $Y$ were proportional to $X^2$ along the chain, $s$ would be proportional to $X$ and the quadratic mass term would be invisible, however large $\kappa$. When all nuclear differences shrink by a common factor $t$, $L[n_b]$ falls as $t$ and $D$ as $t^2$. The expansion requires each perturbation to be small compared with the distance to the levels that it mixes in. It also requires $|Y|$ to be small compared with $y_0$: the energy contains a term in $y^{3/2}$, derived below, whose Taylor series about $y_0$ diverges for $|Y|>y_0$ even when the perturbation is weak.

The normal mass shift fixes part of these coefficients. Without the products $\mathbf p_j\cdot\mathbf p_k$, and for a point nucleus, $H=(1+x)T+V+V_{ee}$. Put $\mathbf r=(1+x)\mathbf r'$. The kinetic term becomes $(1+x)T'/(1+x)^2$ and every Coulomb term acquires $1/(1+x)$, so

$$\nu(x)=\frac{\nu(0)}{1+x},\qquad K\simeq-\nu,\qquad K^{(2)}\simeq2\nu ,$$

up to relative corrections of order $x_0$. Lengths grow by $1+x$, so densities at the nucleus scale as $(1+x)^{-3}$. Hence $C\simeq-3F$ for each transition, and this part cancels in $c$, since $-3(F_b-\varphi F_a)=0$.

The normal part of $K^{(2)}$ does not in general cancel in $\kappa$, since $\nu_b/\nu_a$ need not equal $\varphi$, but it depends on the mass variable. Let $z=x/(1+x)=1/(M+1)$. Then $1/(1+x)=1-z$, and the normal energy is linear in $z$. In general $x=z/(1-z)$, so $dx/dz=(1+x)^2$ and $d^2x/dz^2=2(1+x)^3$, whence

$$\frac{d^2\nu}{dz^2}=(1+x)^4K^{(2)}+2(1+x)^3K\simeq K^{(2)}+2K .$$

The normal part is $2\nu-2\nu=0$. A King plot with differences of $z$ as divisors is therefore free of the quadratic normal shift, while the effect of the specific mass operator remains.

The quadratic field term is reduced for another reason: near the nucleus all $s$-type amplitudes have the same shape. Take a Gaussian nucleus, whose form factor is $f=e^{-q^2y/6}$, and let $U=V(y)-V(0)$ be its departure from a point charge. Its Fourier transform is

$$U(q)=\frac{4\pi Z}{q^2}(1-f),\qquad U(0)=\frac{2\pi Z}{3}y .$$

For a point nucleus the density starts as $\rho_0(1-2Zr)$. To average the linear term, use

$$r=\int\frac{d^3q}{(2\pi)^3}\frac{8\pi}{q^4}(1-\cos\mathbf q\cdot\mathbf r).$$

The first-order energy is then

$$E_1=\rho_0\left[U(0)+2Z\int\frac{d^3q}{(2\pi)^3}\frac{8\pi}{q^4}\big(U(q)-U(0)\big)\right].$$

At second order the short-range potential scatters an electron to high momentum. At leading order in $Z\sqrt y$ the intermediate energy is the free value $q^2/2$, so

$$E_2=-\rho_0\int\frac{d^3q}{(2\pi)^3}\frac{2}{q^2}U(q)^2 .$$

With $u=1-f$, the integrands beyond $U(0)$ are $64\pi^2Z^2(u-q^2y/6)/q^6$ and $-32\pi^2Z^2u^2/q^6$. Since $2u-u^2=1-f^2$, their sum is $32\pi^2Z^2(1-f^2-q^2y/3)/q^6$. The angular integration replaces $d^3q/(2\pi)^3$ by $q^2dq/2\pi^2$. With $b=y/3$,

$$E_1+E_2=\rho_0\big[U(0)+16Z^2J(b)\big],\qquad J(b)=\int_0^\infty\frac{1-bq^2-e^{-bq^2}}{q^4}\,dq .$$

Here $J(0)=J'(0)=0$ and $J''=-\int_0^\infty e^{-bq^2}dq=-\tfrac12\sqrt{\pi/b}$. Two integrations give $J=-\tfrac23\sqrt\pi\,b^{3/2}$, and therefore

$$E_1+E_2=\frac{2\pi Z\rho_0}{3}\left[y-\frac{16Z}{3\sqrt{3\pi}}\,y^{3/2}\right],\qquad \frac{G}{F}\simeq-\frac{4Z}{\sqrt{3\pi y}} .$$

The ratio follows from two derivatives of the bracket, with the leading value of the first derivative as denominator. It contains no property of the electronic state, so $G_b/G_a\simeq F_b/F_a$ and $g$ is much smaller than $G_b$.

For a numerical case, take a model two-electron ion with $Z=16$ and four model isotopes of masses 32, 34, 36 and 38 u and mean-square radii 10.0, 10.2, 10.3 and 10.6 fm². These are chosen values. Transition $a$ is $1^1S\to2^1S$ and $b$ is $2^1S\to3^1S$. The levels come from configuration interaction in Gaussian $s$ and $p$ functions. Higher partial waves are missing, and the finite nucleus acts on the $s$ functions only.

The shifts are small differences of large energies. They are obtained without an expansion in $X$ and $Y$ from the eigenvectors $|A\rangle$ and $|B\rangle$ of the same level in two isotopes. Since $H_A|A\rangle=E_A|A\rangle$ and $H_B|B\rangle=E_B|B\rangle$,

$$E_B-E_A=\frac{\langle A|H_B-H_A|B\rangle}{\langle A|B\rangle}.$$

The field factors are $F_a=-35289$ and $F_b=-3325.5$ hartree/bohr², within 0.1% of the contact estimate formed with the density at the centre of the finite nucleus. With the point-nucleus density the estimate is 0.25% too large in magnitude, as the $y^{3/2}$ term implies. Their ratio is $\varphi=0.09424$. The second-order mass coefficients are 228.30 and 65.31 hartree $m_e^2$, so

$$\kappa=65.307-0.094236\times228.30=43.79\ \text{hartree}\,m_e^2 .$$

Without the momentum product they would be 179.48 and 31.72, close to $2\nu$. With the same $\varphi$ these give only 14.8, so about two thirds of $\kappa$ comes from the specific mass operator.

The modified shifts of isotopes 1, 2 and 3 are $n_a=-89.09963,\,-89.61431,\,-88.80583$ and $n_b=-15.70550,\,-15.75402,\,-15.67785$ hartree $m_e$. The ratio in $L$ is $0.2938/(-0.5147)=-0.5708$. With $X=(-1.0084,\,-1.9048,\,-2.7068)\times10^{-6}$ in units of $1/m_e$,

$$L[X]=\big[-1.6984-(-0.8964)(-0.5708)\big]\times10^{-6}=-2.210\times10^{-6},$$

$$\tfrac12\kappa L[X]=21.896\times(-2.210\times10^{-6})=-4.84\times10^{-5}\ \text{hartree}\,m_e .$$

The third point, taken from the full energies, misses the line by the same amount. Multiplication by $X_3$ gives $D=1.31\times10^{-10}$ hartree, or 862 kHz. This is $3.1\times10^{-6}$ of the 279 GHz shift of transition $b$. The sum of the three predicted terms agrees with the full defect to better than 0.1% of the defect. If $s$ replaces $n_a$ inside $L$, the difference is about 200 Hz, larger than the cross and field terms given below; it comes almost entirely from that replacement. With $n_a$ kept in $L$ the difference is about 10 Hz. The cross and field terms together give only about $-30$ Hz, so the comparison tests the mass term sharply and the sum of the other two only roughly. Halving all nuclear differences multiplies the miss by 0.5001, as a leading quadratic term requires.

The mass term supplies almost everything. The field term contributes about $-80$ Hz, and a second basis gives $-82$ Hz. The ratios $G/F$ of the two transitions lie within 1% of the short-distance formula, and $g$ is only $-0.06\%$ of $G_b$. The cross term is 52 Hz in the first basis and $-31$ Hz in the second, so neither its sign nor its value is resolved. The reason is the near-cancellation in $c$: $C/F$ is $-3.013$ for $a$ and $-3.008$ for $b$, and small basis errors are comparable with the remaining difference. The mass term changes by 0.3% between the bases. Both bases lack higher partial waves. With all partial waves included, $K^{(2)}_a$ falls by about 0.7 to 227.6, $K^{(2)}_b$ stays at 65.31, $\kappa$ rises to 43.86 and the defect to 863 kHz, so the last digits quoted above are not converged.

With $1/(M+1)$ as mass variable, $\kappa$ falls to 29.2 hartree $m_e^2$ and the defect to 574 kHz (576 kHz with all partial waves). A quoted nonlinearity at this level therefore has a meaning only together with the mass variable used. The remaining defect shows that the reduced mass alone does not restore the line.

These sizes belong to this model. For a fixed step in nuclear mass, $X$ scales as $M^{-2}$, so at fixed $\kappa$ the mass defect falls as $M^{-4}$, whereas the field term has no such factor. A nuclear property $w$ independent of $y$, such as a separate change of shape, can break the line already at first order. A term $W_i\,\delta w$ in the shift adds $(W_b-\varphi W_a)\,\delta w/X$ to $r$, and it is judged by the same two conditions: its electronic factors must not be proportional to $F_i$, and $\delta w/X$ must not be a linear function of $s$. For a change of shape at fixed $y$ the first condition is only weakly met: near the nucleus the electron densities of all $s$ states have nearly the same form, so at leading order in $Z\sqrt y$ of this nonrelativistic picture $W_i$ is proportional to $F_i$ and most of the term cancels. The remainder was not computed here, and heavy relativistic atoms lie outside this argument. The numerical output lists the coefficients and shifts used here.

## Numbers as computed

```
nuclear charge Z: 16 e
nuclear masses: 32, 34, 36, 38 u
mean-square radii: 10, 10.2, 10.3, 10.6 fm^2
reference x0 = 1/M: 1.71431e-05 1/m_e
reference y0: 3.57106e-09 bohr^2
X of isotopes 1,2,3: -1.00842e-06, -1.90479e-06, -2.70681e-06 1/m_e
Y of isotopes 1,2,3: 7.14213e-11, 1.07132e-10, 2.14264e-10 bohr^2
pair functions in main, second basis: 570 429
energies 1S, 2S, 3S singlets: -246.147071, -156.400665, -140.584177 hartree
virial ratios -T/E: 0.9999803, 0.9999824, 0.9999671 
transition energies a, b: 89.746406, 15.816488 hartree
K a, b: -91.5989, -15.941 hartree m_e
F a, b: -35289.4, -3325.52 hartree/bohr^2
contact estimate of F a, b: -35315.1, -3327.95 hartree/bohr^2
K2 a, b: 228.3, 65.3065 hartree m_e^2
K2 without p1.p2, a, b: 179.48, 31.7234 hartree m_e^2
C a, b: 106325, 10001.9 hartree m_e/bohr^2
C/F a, b: -3.01296, -3.00762 m_e
C/F without p1.p2, a, b: -2.99743, -2.99941 m_e
G a, b: 1.23932e+10, 1.16716e+09 hartree/bohr^4
G/F a, b: -351187, -350970 1/bohr^2
G/F short-distance formula: -348855 1/bohr^2
phi = F_b/F_a: 0.0942358 
contact-density ratio: 0.0942358 
slope from King points 1,2: 0.0942739 
kappa: 43.7924 hartree m_e^2
c: -17.762 hartree m_e/bohr^2
g: -722194 hartree/bohr^4
kappa/K2_b, c/C_b, g/G_b: 0.6706, -0.001776, -0.0006188 
isotope shifts a: 591.183, 1123.13, 1581.63 GHz
isotope shifts b: 104.207, 197.444, 279.222 GHz
modified shifts n_a: -89.09962534, -89.61430652, -88.80583301 hartree m_e
modified shifts n_b: -15.70549605, -15.75401707, -15.67784749 hartree m_e
miss of third point in n_b: -4.8391e-05 hartree m_e
defect, full energies: 1.3098e-10 hartree
defect, full energies: 8.6184e+05 Hz
predicted mass, cross, field parts: 8.621e+05, 51.64, -80.1 Hz
predicted sum: 8.6204e+05 Hz
defect / shift b of isotope 3: 3.09e-06 
miss ratio for halved X and Y: 0.50006 
kappa with 1/(M+1): 29.1765 hartree m_e^2
defect with 1/(M+1), full: 5.7424e+05 Hz
defect with 1/(M+1), predicted: 5.7428e+05 Hz
second basis: mass, cross, field: 8.595e+05, -31.34, -82.37 Hz
```
